# Image energy of an electron midway between two metal plates: a program that tests the result

```python
"""
Image energy of an electron midway between two grounded ideal metals.
Result under test: W_mid = -e^2 ln(2) / (4 pi eps0 eps_r d)
  e     elementary charge          eps0  vacuum permittivity
  d     gap between the metals     eps_r relative permittivity of the gap
Energy zero: the same electron in an unbounded insulator of permittivity eps_r.
Independent roads: Laplace equation on a grid, wavenumber integrals,
and the mechanical force on the induced plate charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

e = const.e
eps0 = const.epsilon_0
nm = 1e-9

gap = 2.0 * nm
eps_r = 5.0
temperature = 300.0
# Rough typical inputs, used only to size neglected effects
screening_length = 0.05 * nm
eps_static = 20.0
barrier_eV = 1.5
mass_ratio = 0.2
phonon_eV = 0.05
plasmon_eV = 10.0
bias_V = 0.5
breakdown_MV_cm = 5.0


def midplane_energy(d, eps):
    """Derived closed formula, in joules."""
    return -e**2 * np.log(2.0) / (4 * np.pi * eps0 * eps * d)


coulomb_J = e**2 / (4 * np.pi * eps0 * eps_r * gap)
W_mid = midplane_energy(gap, eps_r)


# Induced potential from Laplace's equation, in units q/(4 pi eps0 eps_r d).
# Lengths are in units of d; cylindrical symmetry and mirror symmetry are used.
def induced_potential_grid(cells_per_gap, outer_radius=4):
    h = 1.0 / cells_per_gap
    nz = cells_per_gap // 2
    nr = outer_radius * cells_per_gap
    i = np.arange(nr)
    rho = i * h
    z = np.arange(nz) * h
    up_r = np.empty(nr)
    up_r[0] = 4.0
    up_r[1:] = 1.0 + 0.5 / i[1:]
    down_r = 1.0 - 0.5 / i[1:]
    main_r = np.full(nr, -2.0)
    main_r[0] = -4.0
    radial = diags([down_r, main_r, up_r[:-1]], [-1, 0, 1])
    up_z = np.ones(nz - 1)
    up_z[0] = 2.0
    axial = diags([np.ones(nz - 1), np.full(nz, -2.0), up_z], [-1, 0, 1])
    laplacian = kron(radial, identity(nz)) + kron(identity(nr), axial)
    rhs = np.zeros((nr, nz))
    # Induced potential cancels the bare Coulomb potential on the metal.
    rhs[:, -1] += 1.0 / np.sqrt(rho**2 + 0.25)
    # Far from the axis the total potential is exponentially small.
    rhs[-1, :] += up_r[-1] / np.sqrt(outer_radius**2 + z**2)
    return spsolve(laplacian.tocsc(), rhs.ravel())[0]


grid_potential = induced_potential_grid(100)
W_grid = 0.5 * coulomb_J * grid_potential
assert abs(W_grid / W_mid - 1) < 1e-3  # second-order grid error


# Truncated image sums and the error bound from the maximum principle
def image_potential(n_images):
    n = np.arange(1, n_images + 1)
    return 2 * np.sum((-1.0)**n / n)


exact_units = 2 * W_mid / coulomb_J
for n_images in range(1, 61):
    error = abs(image_potential(n_images) - exact_units)
    assert error <= 1.0 / (n_images + 0.5)


# Force on one plate from the surface charge produced by the image row
def plate_force(d):
    nodes, weights = np.polynomial.legendre.leggauss(160)
    s = 3.0 * (nodes + 1.0)
    w = 3.0 * weights
    m = np.arange(4000)
    a = m + 0.5
    terms = (-1.0)**m * a / (a**2 + s[:, None]**2)**1.5
    sigma = e / (2 * np.pi * d**2) * terms.sum(axis=1)
    pressure = sigma**2 / (2 * eps0 * eps_r)
    return np.sum(w * pressure * 2 * np.pi * s) * d**2


force = plate_force(gap)
step = 1e-4 * gap
energy_slope = (midplane_energy(gap + step, eps_r)
                - midplane_energy(gap - step, eps_r)) / (2 * step)
assert abs(force / energy_slope - 1) < 1e-5


# Energy at fraction f of the gap: image sum against wavenumber integral
def energy_images(f, terms=200000):
    n = np.arange(terms)
    total = np.sum(1 / (n + f) + 1 / (n + 1 - f) - 2 / (n + 1))
    return -coulomb_J * total / 4


def energy_waves(f):
    def integrand(u):
        top = np.expm1(-2 * u * f) * np.expm1(-2 * u * (1 - f))
        return -top / np.expm1(-2 * u) - 1
    return 0.5 * coulomb_J * quad(integrand, 0, 80, limit=200)[0]


for fraction in (0.25, 0.4, 0.5):
    assert abs(energy_images(fraction) / energy_waves(fraction) - 1) < 2e-5
assert abs(energy_waves(0.5) / W_mid - 1) < 1e-8
W_quarter = energy_waves(0.25)
assert abs(W_quarter / W_mid - 1.5) < 1e-7
profile = [energy_waves(f) for f in np.linspace(0.1, 0.9, 17)]
assert int(np.argmax(profile)) == 8  # midplane is least stabilised


# Metals with a finite Thomas-Fermi screening length
def screened_energy(length):
    def integrand(u):
        kappa = np.sqrt(u**2 + (gap / length)**2)
        r = (eps_r * u - kappa) / (eps_r * u + kappa)
        return 2 * r * np.exp(-u) / (1 - r * np.exp(-u))
    return 0.5 * coulomb_J * quad(integrand, 0, 60, limit=200)[0]


def screened_energy_matching(length):
    """Solve continuity of potential and displacement for each wave."""
    def integrand(u):
        kappa = np.sqrt(u**2 + (gap / length)**2)
        c, s, source = np.cosh(u / 2), np.sinh(u / 2), np.exp(-u / 2)
        matrix = np.array([[c, -1.0], [eps_r * u * s, kappa]])
        right = np.array([-source, eps_r * u * source])
        return np.linalg.solve(matrix, right)[0]
    return 0.5 * coulomb_J * quad(integrand, 0, 40, limit=200)[0]


W_screened = screened_energy(screening_length)
assert abs(W_screened / screened_energy_matching(screening_length) - 1) < 1e-6
assert abs(screened_energy(1e-6 * nm) / W_mid - 1) < 1e-4
wider_gap = gap + 2 * eps_r * screening_length
W_shifted = midplane_energy(wider_gap, eps_r)
assert abs(W_shifted / W_screened - 1) < 0.02

# Sizes of the other neglected effects
W_static = midplane_energy(gap, eps_static)
speed = np.sqrt(2 * barrier_eV * e / (mass_ratio * const.m_e))
crossing_fs = gap / speed * 1e15
phonon_fs = const.h / (phonon_eV * e) * 1e15
plasmon_fs = const.h / (plasmon_eV * e) * 1e15
field_MV_cm = bias_V / gap / 1e8
thermal_eV = const.k * temperature / e
assert crossing_fs < phonon_fs / 10
assert field_MV_cm < breakdown_MV_cm
assert 0.095 < -W_mid / e < 0.105

print(f"Elementary charge: {e:.6e} C")
print(f"Vacuum permittivity: {eps0:.6e} F/m")
print(f"Gap: {gap / nm:.2f} nm")
print(f"Relative permittivity: {eps_r:.1f} (dimensionless)")
print(f"ln 2: {np.log(2):.6f} (dimensionless)")
print(f"Coulomb scale e^2/(4 pi eps0 eps_r d): {coulomb_J / e:.5f} eV")
print(f"Midplane image energy: {W_mid:.4e} J")
print(f"Midplane image energy: {W_mid / e:.5f} eV")
print(f"Same from Laplace grid: {W_grid / e:.5f} eV")
for n_images in (1, 2, 3, 10, 60):
    value = 0.5 * coulomb_J * image_potential(n_images) / e
    print(f"Image sum, {n_images} per side: {value:.5f} eV")
print(f"Wrong value if the half is omitted: {2 * W_mid / e:.5f} eV")
print(f"Force on each plate, from its charge: {force:.4e} N")
print(f"Slope of energy with gap: {energy_slope:.4e} N")
print(f"Image energy at quarter gap: {W_quarter / e:.5f} eV")
print(f"Rough metal screening length: {screening_length / nm:.3f} nm")
print(f"Midplane energy with screening: {W_screened / e:.5f} eV")
print(f"Effective gap with receded planes: {wider_gap / nm:.2f} nm")
print(f"Ideal formula at effective gap: {W_shifted / e:.5f} eV")
print(f"Rough static permittivity: {eps_static:.1f} (dimensionless)")
print(f"Midplane energy, static permittivity: {W_static / e:.5f} eV")
print(f"Rough barrier before image term: {barrier_eV:.2f} eV")
print(f"Midplane barrier with image term: {barrier_eV + W_mid / e:.3f} eV")
print(f"Image share of barrier: {-100 * W_mid / e / barrier_eV:.2f} %")
print(f"Rough effective mass: {mass_ratio:.2f} electron masses")
print(f"Semiclassical crossing time: {crossing_fs:.2f} fs")
print(f"Rough phonon energy: {phonon_eV:.3f} eV")
print(f"Phonon period: {phonon_fs:.1f} fs")
print(f"Rough metal plasmon energy: {plasmon_eV:.1f} eV")
print(f"Plasmon period: {plasmon_fs:.2f} fs")
print(f"Example bias: {bias_V:.2f} V")
print(f"Field at that bias: {field_MV_cm:.2f} MV/cm")
print(f"Rough breakdown field: {breakdown_MV_cm:.1f} MV/cm")
print(f"Size of midplane bias shift: {bias_V / 2:.3f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_eV:.5f} eV")
print("PASS")
```

It prints:

```
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Gap: 2.00 nm
Relative permittivity: 5.0 (dimensionless)
ln 2: 0.693147 (dimensionless)
Coulomb scale e^2/(4 pi eps0 eps_r d): 0.14400 eV
Midplane image energy: -1.5991e-20 J
Midplane image energy: -0.09981 eV
Same from Laplace grid: -0.09981 eV
Image sum, 1 per side: -0.14400 eV
Image sum, 2 per side: -0.07200 eV
Image sum, 3 per side: -0.12000 eV
Image sum, 10 per side: -0.09297 eV
Image sum, 60 per side: -0.09862 eV
Wrong value if the half is omitted: -0.19962 eV
Force on each plate, from its charge: 7.9957e-12 N
Slope of energy with gap: 7.9957e-12 N
Image energy at quarter gap: -0.14972 eV
Rough metal screening length: 0.050 nm
Midplane energy with screening: -0.07942 eV
Effective gap with receded planes: 2.50 nm
Ideal formula at effective gap: -0.07985 eV
Rough static permittivity: 20.0 (dimensionless)
Midplane energy, static permittivity: -0.02495 eV
Rough barrier before image term: 1.50 eV
Midplane barrier with image term: 1.400 eV
Image share of barrier: 6.65 %
Rough effective mass: 0.20 electron masses
Semiclassical crossing time: 1.23 fs
Rough phonon energy: 0.050 eV
Phonon period: 82.7 fs
Rough metal plasmon energy: 10.0 eV
Plasmon period: 0.41 fs
Example bias: 0.50 V
Field at that bias: 2.50 MV/cm
Rough breakdown field: 5.0 MV/cm
Size of midplane bias shift: 0.250 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
PASS
```
